# Photoelectron angular distributions for linear, circular and unpolarized light

## A pattern that turns over

Hydrogen in its 2p level, with the three magnetic states equally populated, is ionized by photons of 17.0 eV. The electron leaves with 0.5 hartree of kinetic energy. The numbers that follow are values of the nonrelativistic electric-dipole model set out below; the first correction beyond the dipole approximation moves the values along the beam by about 0.01, as noted in the last section. With linearly polarized light, the emission per unit solid angle along the polarization axis is 1.696 times its average over all directions; at right angles to that axis it is 0.652 times the average. With unpolarized light, the number 0.652 appears along the beam, and the emission across the beam is 1.174 times the average.

Why should one number fix all these values? And would the same relation hold for a molecule, whose emission at fixed orientation can be much more complicated?

## Assumptions and the result

The light is weak and one photon is absorbed. Its electric field is taken as uniform over the target, which is the electric-dipole approximation. Targets are randomly oriented and do not turn appreciably during ionization. The detector records the direction $\mathbf n$ of an electron of chosen energy, but not its spin, the orientation of the remaining ion, or the state within a degenerate ionic level.

Let $W$ be the emission rate per unit solid angle and $\bar W$ its average over directions. With

$$P_2(x)=\tfrac12(3x^2-1),$$

the result for linear light is

$$\frac{W}{\bar W}=1+\beta P_2(\cos\theta),\qquad -1\le\beta\le2,$$

where $\theta$ is measured from the polarization axis. For unpolarized light,

$$\frac{W}{\bar W}=1-\frac{\beta}{2}P_2(\cos\vartheta),$$

where $\vartheta$ is measured from the propagation direction. Circular light gives this second pattern too, provided that the target ensemble is not handed. A single enantiomer of a chiral molecule can add a term proportional to $\cos\vartheta$.

## The dipole vector and its rotation

Atomic units are used. For a target in a reference orientation, define the complex vector

$$\mathbf D(\mathbf n)=\langle \mathbf n^-|\mathbf r|i\rangle .$$

Here $|i\rangle$ is the initial state and $|\mathbf n^-\rangle$ is the final scattering state whose outgoing electron travels along $\mathbf n$. For several electrons, $\mathbf r$ is the sum of their positions.

The part of the interaction that absorbs a photon is proportional to $\boldsymbol\epsilon\cdot\mathbf r$, where the field is the real part of $\boldsymbol\epsilon e^{-i\omega t}$ times an amplitude, and $|\boldsymbol\epsilon|=1$. By the golden rule the rate is proportional to $|\boldsymbol\epsilon\cdot\mathbf D|^2$. The common factor is omitted until a cross section is needed. If there are several unobserved channels, their squared amplitudes are added.

Now turn the target by a rotation $R$, represented on states by $U$. The initial state becomes $U|i\rangle$. The scattering state turns as well, so the one with laboratory direction $\mathbf n$ is $U|(R^{-1}\mathbf n)^-\rangle$. Since $U^\dagger\mathbf rU=R\mathbf r$,

$$\mathbf D_R(\mathbf n)=R\,\mathbf D(R^{-1}\mathbf n).$$

The laboratory direction is held fixed while $R$ is averaged over all rotations. We need

$$M_{ij}(\mathbf n)=\langle D_iD_j^*\rangle,\qquad W=\sum_{ij}\epsilon_i\epsilon_j^*M_{ij}.$$

## Averaging over orientations

The average can be done in two parts. First, $\mathbf m=R^{-1}\mathbf n$, the electron direction seen from the target, is uniformly distributed over the sphere. Second, for each $\mathbf m$ the target can still be turned through any angle $\chi$ about $\mathbf n$, with uniform probability.

Choose right-handed axes $\mathbf e_1,\mathbf e_2,\mathbf e_3=\mathbf n$. Let $\mathbf V$ be the dipole vector at $\chi=0$. After the turn,

$$D_1=V_1\cos\chi-V_2\sin\chi,$$
$$D_2=V_1\sin\chi+V_2\cos\chi,\qquad D_3=V_3.$$

The averages of $\cos\chi$, $\sin\chi$ and $\sin\chi\cos\chi$ vanish, while those of $\cos^2\chi$ and $\sin^2\chi$ are $1/2$. Therefore

$$\langle D_1D_3^*\rangle_\chi=\langle D_2D_3^*\rangle_\chi=0,$$
$$\langle|D_1|^2\rangle_\chi=\langle|D_2|^2\rangle_\chi=\tfrac12(|V_1|^2+|V_2|^2),$$
$$\langle D_1D_2^*\rangle_\chi=\tfrac12(V_1V_2^*-V_2V_1^*)=i\,\mathrm{Im}(V_1V_2^*).$$

Now average over $\mathbf m$ as well. Three real numbers remain:

$$L=\langle|\mathbf n\cdot\mathbf D|^2\rangle,\qquad 2T=\langle|\mathbf D|^2\rangle-L,$$
$$C=\tfrac12\mathrm{Im}\langle\mathbf n\cdot(\mathbf D\times\mathbf D^*)\rangle.$$

The last expression agrees with $\langle\mathrm{Im}(V_1V_2^*)\rangle$ because $V_1V_2^*-V_2V_1^*=2i\,\mathrm{Im}(V_1V_2^*)$. Scalar and triple products do not change under rotation, so all three averages may be taken in the target frame, over all electron directions.

In a form independent of the axes,

$$M_{ij}=T\delta_{ij}+(L-T)n_in_j+iC\sum_k\varepsilon_{ijk}n_k,$$

where $\varepsilon_{ijk}$ is the antisymmetric symbol with $\varepsilon_{123}=1$. Contracting with the polarization gives

$$W=T+(L-T)|\boldsymbol\epsilon\cdot\mathbf n|^2+iC\,\mathbf n\cdot(\boldsymbol\epsilon\times\boldsymbol\epsilon^*).\tag{1}$$

$L$ measures the dipole strength along the departing electron, and $T$ the strength in each of the two transverse directions. $C$ measures a preferred sense of rotation of the complex dipole vector about the electron direction.

Random orientation is essential here. For one fixed orientation of a generic dipole field, the numerical check finds rates differing by a factor of 23.9 at two directions with the same $\theta$. No function of $\theta$ alone can describe that emission.

## Linear light and the limits of beta

For linear polarization $\boldsymbol\epsilon$ can be chosen real. Then $\boldsymbol\epsilon\times\boldsymbol\epsilon^*=0$, and the $C$ term disappears even for a chiral target:

$$W=T+(L-T)\cos^2\theta.$$

The average of $\cos^2\theta$ over the sphere is $1/3$, so

$$\bar W=T+\frac{L-T}{3}=\frac{L+2T}{3}.$$

Substituting $\cos^2\theta=[1+2P_2(\cos\theta)]/3$ gives

$$W=\bar W+\frac23(L-T)P_2(\cos\theta).$$

Division by $\bar W$ proves the angular law, with

$$\beta=\frac{2(L-T)}{L+2T}.\tag{2}$$

Let $f=L/(L+2T)$ be the fraction of the total dipole strength that lies along the electron direction. Then $2T/(L+2T)=1-f$, and

$$\beta=2f-(1-f)=3f-1.\tag{3}$$

Both $L$ and $T$ are averages of squared magnitudes. Hence $0\le f\le1$, and $-1\le\beta\le2$. The formula assumes $L+2T>0$: if there is no ionization, there is no normalized pattern.

The upper limit means that the dipole vector lies along $\mathbf n$ wherever it is nonzero. The pattern is then $3\cos^2\theta$. The lower limit means that it lies across $\mathbf n$, and the pattern is $\tfrac32\sin^2\theta$. Equal strength in all three directions, $L=T$, gives $\beta=0$.

At $\cos^2\theta=1/3$, or $\theta=54.7^\circ$, $P_2$ vanishes. A small detector placed there records the average emission whatever the value of $\beta$.

## Unpolarized and partly polarized light

Let the light propagate along $z$. Unpolarized light is an equal incoherent mixture of linear polarizations along $x$ and $y$, so their rates are averaged:

$$W_{\rm unp}=\tfrac12(W_x+W_y).$$

For a fixed $\mathbf n$, add the linear rates for three perpendicular polarizations. Since $n_x^2+n_y^2+n_z^2=1$,

$$W_x+W_y+W_z=3T+(L-T)=L+2T=3\bar W.$$

The rate $W_z$ enters as a mathematical quantity, since this beam has no field along $z$. It equals $\bar W[1+\beta P_2(n_z)]$, with $n_z=\cos\vartheta$. Therefore

$$W_{\rm unp}=\tfrac12(3\bar W-W_z)=\bar W\left[1-\frac\beta2P_2(\cos\vartheta)\right].\tag{4}$$

The minus sign arises because the field along the propagation direction is missing. The factor $1/2$ comes from averaging the two polarizations that are present.

Suppose next that the light has a degree of linear polarization $p$ along $x$ and no circular component, so that it is an incoherent mixture of the $x$ and $y$ polarizations. The weights of the two linear components are $(1+p)/2$ and $(1-p)/2$. The mean of $P_2(n_x)$ and $P_2(n_y)$ is $-P_2(n_z)/2$, and their difference is $\tfrac32(n_x^2-n_y^2)$. Hence

$$\frac W{\bar W}=1-\frac\beta2\left[P_2(n_z)-\frac32p(n_x^2-n_y^2)\right].$$

Setting $p=0$ recovers equation (4). Setting $p=1$ recovers the linear law about the $x$ axis.

## Circular light and handed targets

For circular light along $z$, take

$$\boldsymbol\epsilon=\frac{\mathbf e_x+ih\mathbf e_y}{\sqrt2},\qquad h=\pm1.$$

With the time factor $e^{-i\omega t}$, $h=+1$ means that the field turns from $x$ towards $y$. The two quantities needed in equation (1) are

$$|\boldsymbol\epsilon\cdot\mathbf n|^2=\frac{n_x^2+n_y^2}{2}=\frac{\sin^2\vartheta}{2},$$
$$(\boldsymbol\epsilon\times\boldsymbol\epsilon^*)_z=\epsilon_x\epsilon_y^*-\epsilon_y\epsilon_x^*=-\frac{ih}{2}-\frac{ih}{2}=-ih.$$

The other components of the cross product vanish. Since $iC(-ih)=hC$,

$$W=T+\frac{L-T}{2}\sin^2\vartheta+hC\cos\vartheta.$$

Using $\sin^2\vartheta/2=[1-P_2(\cos\vartheta)]/3$ and dividing by $\bar W$,

$$\frac W{\bar W}=1-\frac\beta2P_2(\cos\vartheta)+hb_1\cos\vartheta,\qquad b_1=\frac{3C}{L+2T}.\tag{5}$$

An equal mixture of the two helicities removes the last term and gives the unpolarized pattern again.

The size of $b_1$ is limited. For each orientation,

$$|\mathrm{Im}(V_1V_2^*)|\le|V_1||V_2|\le\tfrac12(|V_1|^2+|V_2|^2).$$

Averaging gives $|C|\le T$. From equation (2), $1-\beta/2=3T/(L+2T)$, so $|b_1|\le1-\beta/2$. This also keeps the rate along the beam nonnegative.

When does $b_1$ vanish? Let $S$ be a reflection. The mirror-image target has $\mathbf D_{\rm mir}(\mathbf n)=S\mathbf D(S\mathbf n)$. Reflection preserves lengths and scalar products, so $L$ and $T$ are unchanged. It reverses the sign of a triple product, so $C$ changes sign. An achiral molecule coincides with its mirror image after a rotation, and rotations have already been averaged; thus $C=-C=0$. An equal mixture of enantiomers also gives zero, by cancellation. An unpolarized atom has no handedness if parity-violating forces are neglected, and the same argument applies.

A small model shows the extra term. Let $\mathbf a$ be a unit vector fixed in the target and

$$\mathbf D(\mathbf n)=\mathbf a+ig\,\mathbf n\times\mathbf a,\qquad g=0.5.$$

This field is assumed for illustration and is not derived from a molecule, so its numbers do not indicate the size of the effect in real targets. The vector $\mathbf a$ alone has no handedness; the handedness is carried by $g$. The mirror rule gives $S\mathbf D(S\mathbf n)=\mathbf a'-ig\,\mathbf n\times\mathbf a'$ with $\mathbf a'=S\mathbf a$, so the mirror-image target has the opposite sign of $g$, and an achiral target would have $g=0$.

Since $\mathbf n\cdot\mathbf D=\mathbf n\cdot\mathbf a$, we have $L=1/3$. The total strength is

$$L+2T=1+g^2\langle1-(\mathbf n\cdot\mathbf a)^2\rangle=1+\frac{2g^2}{3}=\frac76.$$

Thus $f=2/7=0.286$ and $\beta=-1/7=-0.143$. For the handed part, put $\mathbf b=\mathbf n\times\mathbf a$. Then

$$\mathbf D\times\mathbf D^*=-2ig\,\mathbf a\times\mathbf b,\qquad \mathbf a\times\mathbf b=\mathbf n-\mathbf a(\mathbf a\cdot\mathbf n).$$

It follows that $C=-g\langle1-(\mathbf a\cdot\mathbf n)^2\rangle=-2g/3=-1/3$, and $b_1=-6/7=-0.857$. Along the beam the normalized rate is $1.071-0.857=0.214$ for $h=+1$, and $1.071+0.857=1.929$ for $h=-1$, up to rounding. The two helicities have the same total rate but very different forward emission.

## Partial waves for a p electron

We now calculate $\beta$ for hydrogen 2p, with a fixed nucleus and without relativistic or spin-orbit effects. Equal populations of the three p states form a rotationally invariant ensemble, so $L$ and $T$ may be found with $\mathbf n$ along $z$.

The final state, normalized per unit energy and solid angle, is

$$\psi_{E\mathbf n}^-=\sum_{lm}i^le^{-i\sigma_l}Y_{lm}^*(\mathbf n)\frac{u_{El}(r)}rY_{lm}(\hat{\mathbf r}).$$

At large $r$ the radial function is

$$u_{El}\sim\sqrt{\frac{2}{\pi k}}\sin\left(kr+\frac{\ln(2kr)}k-\frac{l\pi}{2}+\sigma_l\right),$$

with $k=\sqrt{2E}$ and $\sigma_l=\arg\Gamma(l+1-i/k)$. The outgoing half of the sine carries $e^{-il\pi/2+i\sigma_l}$, which cancels $i^le^{-i\sigma_l}$. The sum over spherical harmonics then gives an outgoing wave concentrated in the direction $\mathbf n$, as detection requires.

Define the radial integrals

$$R_l=\int_0^\infty u_{El}(r)\,r\,u_{2p}(r)\,dr,\qquad u_{2p}=\frac{r^2e^{-r/2}}{\sqrt{24}}.$$

The dipole matrix element contains the complex conjugate of the final state. The sum over $m$ therefore projects the initial angular function, multiplied by a component of $\hat{\mathbf r}$, onto each $l$, and evaluates the projection at $\mathbf n$. Each projection is multiplied by $(-i)^le^{i\sigma_l}R_l$. For $l=0$ and $l=2$ these factors are

$$S=R_0e^{i\sigma_0},\qquad Q=-R_2e^{i\sigma_2}.$$

For the $z$ component acting on $p_z$, the angular function is

$$\sqrt{\frac3{4\pi}}\hat z^2=\sqrt{\frac3{4\pi}}\left[\frac13+\left(\hat z^2-\frac13\right)\right].$$

The two terms have $l=0$ and $l=2$. At $\mathbf n=\mathbf e_z$ they contribute $1/3$ and $2/3$. For the $x$ component acting on $p_x$, replace $\hat z^2$ by $\hat x^2$; the contributions are $1/3$ and $-1/3$. Products such as $\hat x\hat z$ and $\hat x\hat y$ are purely $l=2$ and vanish at $\mathbf e_z$, so there are no other contributions to these components. After averaging over the three initial states,

$$L=\frac{|S+2Q|^2}{36\pi},\qquad T=\frac{|S-Q|^2}{36\pi}.$$

The prefactor is $(3/4\pi)(1/9)(1/3)$. Expanding the squares gives

$$36\pi(L+2T)=3|S|^2+6|Q|^2,$$
$$36\pi(L-T)=3|Q|^2+6\,\mathrm{Re}(S^*Q).$$

Since $\mathrm{Re}(S^*Q)=-R_0R_2\cos(\sigma_2-\sigma_0)$, equation (2) becomes

$$\beta=\frac{2R_2^2-4R_0R_2\cos(\sigma_2-\sigma_0)}{R_0^2+2R_2^2}.\tag{6}$$

The interference cancels from the total strength but remains in the angular pattern.

An s electron is simpler. Its dipole function $\hat{\mathbf r}/\sqrt{4\pi}$ is purely $l=1$, so $\mathbf D(\mathbf n)$ is proportional to $\mathbf n$. Hence $\beta=2$ in this nonrelativistic one-electron model whenever the radial integral is nonzero.

## The numbers for hydrogen 2p

At $E=0.5$ hartree, $k=1$ and the photon energy is $\omega=0.5+0.125=0.625$ hartree. The radial integrals are $R_0=0.09141$ and $R_2=0.23126$ atomic units. From $\Gamma(x+1)=x\Gamma(x)$,

$$\sigma_2-\sigma_0=\arg[(1-i)(2-i)]=\arg(1-3i)=-1.249\ \text{rad},$$

whose cosine is $0.3162$. The terms in equation (6) are

$$R_0^2+2R_2^2=0.00836+0.10696=0.11532,$$
$$4R_0R_2\cos(\sigma_2-\sigma_0)=0.02674.$$

Thus

$$\beta=\frac{0.10696-0.02674}{0.11532}=0.696.$$

The longitudinal fraction is $f=0.5652$, and $3f-1$ gives the same value. Without the interference term $\beta$ would be $0.928$. The interference lowers it here because $R_0$, $R_2$ and the cosine are positive, while the d wave carries the extra minus sign in $Q$.

The opening numbers now follow. For linear light, $1+\beta=1.696$ along the polarization and $1-\beta/2=0.652$ across it. For circular or unpolarized light, the values are $1-\beta/2=0.652$ along the beam and $1+\beta/4=1.174$ across it.

To obtain the cross section, restore the golden-rule factor. For field amplitude $E_0$, the absorbing term has amplitude $E_0/2$, so the rate per solid angle is $2\pi(E_0^2/4)W$. The intensity is $E_0^2/(8\pi\alpha)$, with $\alpha$ the fine-structure constant. Dividing the rate by the photon flux, which is intensity divided by $\omega$, gives

$$\frac{d\sigma}{d\Omega}=4\pi^2\alpha\omega W.$$

Integration over directions multiplies $\bar W=(L+2T)/3$ by $4\pi$. With $L+2T=(R_0^2+2R_2^2)/(12\pi)$,

$$\sigma=\frac{4\pi^2\alpha\omega}{9}(R_0^2+2R_2^2)=0.002307\ \text{bohr}^2=0.0646\ \text{Mb}.$$

At electron energies of 0.125, 0.5 and 2 hartree, $\beta$ is 1.143, 0.696 and 0.271. The cross sections are 1.50, 0.0646 and 0.00066 Mb. The numerical check obtains the same values from the complete Coulomb scattering wave, without dividing it into partial waves.

## Where the argument stops

The proof used $\mathbf n$ as the only direction left in $M_{ij}$ after averaging. Aligned targets bring in another direction. So does selecting events by the direction of an ionic fragment, because this selects target orientations. Beyond the dipole approximation, the spatial phase of the light brings its propagation direction into the matrix element itself. For hydrogen 2p at 17.0 eV, keeping the first-order term of that phase changes the value 0.652 along the beam to about 0.662 forward and 0.643 backward, while the values across the beam move by about $10^{-4}$. This forward-backward difference appears with linear, unpolarized and circular light alike, so it is not the handed term of equation (5). Absorbing several photons replaces the single factor $\boldsymbol\epsilon\cdot\mathbf D$ by an amplitude of higher order in the polarization. In each case equation (1) is no longer guaranteed, and neither is a pattern described by $\beta$ alone.

## Computed results

```
ROTATIONAL AVERAGES
largest error of all patterns (relative to mean): 2.2e-15
beta, dipole always along n: 2.000000
beta, dipole always across n: -1.000000
fixed target, rate ratio at equal theta: 23.8958
HANDED MODEL D = a + i g n x a
g = 0.50, f = 0.285714, beta = -0.142857
b1 = -0.857143, bound 1-beta/2 = 1.071429
forward rate/mean, h=+1: 0.214286
forward rate/mean, h=-1: 1.928571
HYDROGEN 2p, ALL ENERGIES
electron energy 0.125 hartree: beta = 1.14286, sigma = 1.49983 Mb
  full-wave check: beta = 1.14286, sigma = 1.49983 Mb
electron energy 0.500 hartree: beta = 0.69565, sigma = 0.06460 Mb
  full-wave check: beta = 0.69565, sigma = 0.06460 Mb
electron energy 2.000 hartree: beta = 0.27119, sigma = 0.00066 Mb
  full-wave check: beta = 0.27119, sigma = 0.00066 Mb
HYDROGEN 2p, ELECTRON ENERGY 0.5 hartree
photon energy = 0.6250 hartree = 17.007 eV
electron momentum k = 1.0000 a.u.
R0 = 0.091412 a.u., R2 = 0.231256 a.u.
sigma2 - sigma0 = -1.249046 rad, cosine = 0.316228
L = 0.001729 a.u., T = 0.000665 a.u.
longitudinal fraction f = 0.565217
beta = 0.695652
beta without interference = 0.927536
cross section = 0.002307 bohr^2 = 0.06460 Mb
linear, rate/mean at 0 deg: 1.69565
linear, rate/mean at 90 deg: 0.65217
circular or unpolarized, rate/mean at 0 deg: 0.65217
circular or unpolarized, rate/mean at 90 deg: 1.17391
angle where P2 = 0: 54.7356 deg
```
